\section*{Pulay Forces, Floating Gaussian Centres and the Hellmann-Feynman Error for H2}

\section{Pulay forces and the motion of the basis}

\subsection{One Gaussian in two springs}

Take one particle of unit mass in one dimension, in atomic units. One spring, of constant $k$, is attached to a movable point $R$; a second, of constant $k'$, is attached to the origin:
\begin{equation}
H(R)=-\frac12\frac{d^2}{dx^2}+\frac k2(x-R)^2+\frac{k'}2x^2 .
\label{eq:springs}
\end{equation}
The basis is a single normalized Gaussian $g_b$ of fixed width, with $g_b^2\propto e^{-(x-b)^2/2\sigma^2}$. Its mean position is $b$ and its variance is $\sigma^2$, so that
\begin{equation}
E(R,b)=\langle g_b|H|g_b\rangle=\text{const}+\frac k2(b-R)^2+\frac{k'}2b^2 .
\label{eq:toyE}
\end{equation}
The constant holds the kinetic energy and the terms in $\sigma^2$, none of which depends on $R$ or $b$.

The Hellmann-Feynman force is the mean force exerted on the point $R$ by the particle, $-\langle\partial H/\partial R\rangle=k(b-R)$. If the Gaussian is tied to the point, $b=R$, this force is zero. The energy, however, is then $\text{const}+k'R^2/2$, whose slope gives the force $-k'R$. The whole force has been missed, because moving $R$ also drags the basis function up the second spring.

Now let the centre float. The condition $\partial E/\partial b=k(b-R)+k'b=0$ gives $b^*=kR/(k+k')$, and the Hellmann-Feynman force becomes
\begin{equation}
k(b^*-R)=-\frac{kk'}{k+k'}R .
\label{eq:toyF}
\end{equation}
Inserting $b^*$ in \eqref{eq:toyE} gives
\[
E=\text{const}+\frac{R^2}{2}\,\frac{kk'^2+k'k^2}{(k+k')^2}=\text{const}+\frac{kk'}{2(k+k')}R^2 ,
\]
whose negative slope is \eqref{eq:toyF}. The two definitions of the force agree once the centre is optimized.

\subsection{The force in a moving basis}

Consider a closed-shell molecule in the Hartree-Fock approximation, with real orbitals $\phi_i=\sum_\mu\chi_\mu C_{\mu i}$, each doubly occupied. The basis functions are linearly independent and may depend on a nuclear coordinate $R$. With $h$ the one-electron Hamiltonian and $V_{nn}$ the nuclear repulsion,
\begin{equation}
E=2\sum_i\langle\phi_i|h|\phi_i\rangle+\sum_{ij}\bigl[2(ii|jj)-(ij|ij)\bigr]+V_{nn}.
\label{eq:EHF}
\end{equation}
Here $(ij|kl)$ is the Coulomb repulsion between the charge distributions $\phi_i\phi_j$ and $\phi_k\phi_l$. The Fock operator is $F=h+\sum_j(2J_j-K_j)$, where $J_j$ and $K_j$ are the Coulomb and exchange operators of $\phi_j$. At self-consistency the canonical orbitals obey the Roothaan equations,
\begin{equation}
\langle\chi_\mu|F-\varepsilon_i|\phi_i\rangle=0\qquad\text{for every }\mu .
\label{eq:roothaan}
\end{equation}

When $R$ changes, an orbital changes for two reasons:
\begin{equation}
\frac{d\phi_i}{dR}=\partial^b\phi_i+\sum_\mu\chi_\mu\frac{dC_{\mu i}}{dR},
\qquad
\partial^b\phi_i=\sum_\mu\frac{\partial\chi_\mu}{\partial R}C_{\mu i}.
\label{eq:split}
\end{equation}
The first part is the motion of the basis at fixed coefficients. To differentiate \eqref{eq:EHF}, note that the one-electron term contains $\phi_i$ twice and so gives $4\langle d\phi_i/dR|h|\phi_i\rangle$. Each two-electron integral contains four orbitals. Renaming summation indices makes the four contributions equal, and they give $4\langle d\phi_i/dR|\sum_j(2J_j-K_j)|\phi_i\rangle$. Hence
\begin{equation}
\frac{dE}{dR}=2\sum_i\Bigl\langle\phi_i\Big|\frac{\partial h}{\partial R}\Big|\phi_i\Bigr\rangle+\frac{dV_{nn}}{dR}
+4\sum_i\Bigl\langle\frac{d\phi_i}{dR}\Big|F\Big|\phi_i\Bigr\rangle .
\label{eq:dE1}
\end{equation}
The orbitals stay normalized, so $\langle d\phi_i/dR|\phi_i\rangle=0$, and $F$ may be replaced by $F-\varepsilon_i$ in the last term. Now insert \eqref{eq:split}. The coefficient part is a combination of the left-hand sides of \eqref{eq:roothaan} and vanishes. What remains is
\begin{align}
-\frac{dE}{dR}&=F_{\rm HF}+F_{\rm P},\label{eq:total}\\
F_{\rm HF}&=-2\sum_i\Bigl\langle\phi_i\Big|\frac{\partial h}{\partial R}\Big|\phi_i\Bigr\rangle-\frac{dV_{nn}}{dR},\label{eq:HF}\\
F_{\rm P}&=-4\sum_i\langle\partial^b\phi_i|F-\varepsilon_i|\phi_i\rangle .\label{eq:pulay}
\end{align}
The first term is the Hellmann-Feynman force, the classical electrostatic force on the nuclei. The second is the Pulay force. If self-consistency is incomplete, \eqref{eq:roothaan} fails and the coefficient part adds a further error. The derivation also does not cover energies that are not stationary in the coefficients.

For one electron in one orbital the factor 4 becomes 2 and $F-\varepsilon_i$ becomes $H-E$. The springs provide a check. With $b=R$, $\partial g/\partial R=(x-R)g/2\sigma^2$ is odd about $R$, so only the part of $H-E$ that is odd about $R$ contributes. That part is $k'R(x-R)$, from $x^2=(x-R)^2+2R(x-R)+R^2$. Therefore
\[
F_{\rm P}=-2\,\frac{k'R}{2\sigma^2}\langle g|(x-R)^2|g\rangle=-k'R ,
\]
which is the force missed above.

\subsection{Closure under differentiation}

Suppose that each derivative lies in the span of the basis,
\begin{equation}
\frac{\partial\chi_\mu}{\partial R}=\sum_\nu\chi_\nu M_{\nu\mu}.
\label{eq:closed}
\end{equation}
Then $\partial^b\phi_i=\sum_\nu\chi_\nu(MC)_{\nu i}$, and \eqref{eq:pulay} becomes
\begin{equation}
F_{\rm P}=-4\sum_{i\nu}(MC)_{\nu i}\langle\chi_\nu|F-\varepsilon_i|\phi_i\rangle=0
\label{eq:closedzero}
\end{equation}
by \eqref{eq:roothaan}. The argument also works function by function. Write $F_{\rm P}=\sum_\mu f_\mu$ with
\begin{equation}
f_\mu=-4\sum_iC_{\mu i}\Bigl\langle\frac{\partial\chi_\mu}{\partial R}\Big|F-\varepsilon_i\Big|\phi_i\Bigr\rangle .
\label{eq:fmu}
\end{equation}
If the derivative of one particular $\chi_\mu$ lies in the span, then $f_\mu=0$, whatever the other functions do.

Closure over an interval of $R$ is a strong condition. Collect the functions in a row $\chi$, so that \eqref{eq:closed} reads $\chi'=\chi M$, and define a matrix $U$ by $U'=UM$, $U(R_0)=1$. It is invertible, since $(\det U)'=\det U\,\mathrm{tr}\,M$. Then
\begin{equation}
(\chi U^{-1})'=\chi MU^{-1}-\chi U^{-1}(UM)U^{-1}=0
\quad\Rightarrow\quad \chi(R)=\chi(R_0)U(R).
\label{eq:constant}
\end{equation}
The functions may move, but the space they span does not.

A ring shows that this can happen. Let one electron have the coordinate $x$, an angle, and
\[
H=-\frac12\frac{d^2}{dx^2}-2e^{\cos(x-R)}+1.5\cos x .
\]
The basis $1,\cos(x-R),\sin(x-R),\cos2(x-R),\sin2(x-R)$ follows the well, yet it is closed: differentiation turns each sine into a cosine of the same frequency and the reverse. At $R=0.9$ rad the slope of the energy and the Hellmann-Feynman expression both give a force of 1.19936 hartree/rad. Remove $\sin2(x-R)$, and the derivative of $\cos2(x-R)$ is no longer in the span. The slope then gives 1.067265 and the Hellmann-Feynman expression 0.708303, so that $F_{\rm P}=1.067265-0.708303=0.358962$ hartree/rad.

\subsection{Why nuclear-centred Gaussians are never closed}

A finite basis containing a Gaussian-type function $\chi$ that follows a nucleus cannot be closed over an interval of $R$. Let the nucleus sit at $z=R/2$, and let the basis have $n$ members. If the basis were closed, \eqref{eq:constant} would place the translates of $\chi$ for $n+1$ different values $R_k$ in one $n$-dimensional space. They would be linearly dependent, with coefficients $c_k$ not all zero. The Fourier transform of that relation is
\begin{equation}
\hat\chi(\mathbf q)\sum_{k=0}^{n}c_k\,e^{-iq_zR_k/2}=0 .
\label{eq:fourier}
\end{equation}
Since $\hat\chi$ is continuous and not identically zero, it differs from zero in some open region. The sum therefore vanishes on an interval of $q_z$, together with its derivatives of order $m=0,\dots,n$:
\[
\sum_kc_k(-iR_k/2)^me^{-iq_zR_k/2}=0 .
\]
The matrix $(-iR_k/2)^m$ is a Vandermonde matrix with distinct nodes and is invertible, so all $c_k=0$, a contradiction. The argument does not carry over to the ring, where the wave numbers are discrete. There a shift of $R$ only mixes the sine and cosine of the same wave number, and the closed basis contains both for each nonzero wave number.

For Gaussians, then, closure is out of reach. The way in which it fails is visible in
\begin{equation}
\partial_z\bigl(z^me^{-\alpha r^2}\bigr)=\bigl(mz^{m-1}-2\alpha z^{m+1}\bigr)e^{-\alpha r^2},
\label{eq:ladder}
\end{equation}
with $\mathbf r$ measured from the centre. Differentiation connects the Cartesian layer of degree $l$ to the layers $l-1$ and $l+1$ with the same exponent. If a basis has complete Cartesian layers $0,\dots,L$ for each exponent, all derivatives of the layers below $L$ are in the span. By \eqref{eq:fmu}, the Pulay force then comes from the top layer alone. Cartesian $d$ functions are needed here, because the derivative of a $p_z$ function contains $z^2e^{-\alpha r^2}$, which has a spherical part proportional to $r^2e^{-\alpha r^2}$ that the five pure $d$ functions lack.

\subsection{Optimized centres}

The second route does not ask for closure. Place the nuclei of H$_2$ at $z=\pm R/2$ and the basis centres at $z=\pm b$, with fixed exponents and contractions. The self-consistent energy is a function $E(R,b)$. At fixed $b$ the basis does not move, $\partial^b\phi_i=0$, and \eqref{eq:total} gives $\partial E/\partial R|_b=-F_{\rm HF}$. Along any path $b(R)$,
\begin{equation}
-\frac{dE}{dR}=F_{\rm HF}-\frac{\partial E}{\partial b}\frac{db}{dR}.
\label{eq:chain}
\end{equation}
If the centres are optimized at each $R$, then $\partial E/\partial b=0$ at $b=b^*(R)$ and the Pulay force vanishes. A differentiable path exists where $\partial^2E/\partial b^2\neq0$, by the implicit function theorem. If the basis is tied to the nuclei, $b=R/2$ and $db/dR=1/2$, so
\begin{equation}
F_{\rm P}=-\frac12\frac{\partial E}{\partial b}\Big|_{b=R/2}.
\label{eq:tied}
\end{equation}
The Pulay force measures how strongly the functions are held away from the place they would choose.

Stationarity is needed for the motion that actually occurs, here the common shift of all functions of an atom. It is not needed for each shell. In cc-pVDZ at $R=1.4$ bohr with optimized $b$, the $s$ and $p$ functions contribute $-0.000036$ and $+0.000036$ hartree/bohr to $-\frac12\partial E/\partial b$, and the two cancel.

Equation \eqref{eq:tied} also links the force error to the energy gained by floating. Let $\delta=R/2-b^*$. To second order, $E(R,b)\approx E^*+\frac12\kappa(b-b^*)^2$, so at $b=R/2$ the slope is $\kappa\delta$ and the gain is
\begin{equation}
\Delta E\approx\tfrac12\kappa\delta^2=\tfrac12\delta\,\frac{\partial E}{\partial b}=-\delta F_{\rm P}=\delta\,(F_{\rm HF}-F),
\label{eq:gain}
\end{equation}
where $F=-dE/dR$ is the total force in the tied basis. For $\kappa>0$, an inward shift ($\delta>0$) goes with a Hellmann-Feynman force that is too repulsive.

\subsection{The error for H$_2$}

For H$_2$ a positive force lengthens the bond. By symmetry the two nuclei contribute equally, and \eqref{eq:HF} becomes
\begin{equation}
F_{\rm HF}=\frac1{R^2}+\int\rho(\mathbf r)\,\frac{z-R/2}{|\mathbf r-\mathbf R_+|^3}\,d^3r ,
\label{eq:h2}
\end{equation}
with $\rho$ the electron density and $\mathbf R_+$ the nucleus at $z=R/2$. At $R=1.4$ bohr the repulsion is $1/1.96=0.5102$ hartree/bohr. In STO-3G, $F_{\rm HF}=0.0497$, so the electrons supply $0.0497-0.5102=-0.4605$. The force is a small difference of large terms, and an error in the density near the nucleus shows up strongly.

The table gives restricted Hartree-Fock forces in hartree/bohr and the shift $b^*-R/2$ in bohr. The last column is the Hellmann-Feynman force after floating.

\begin{center}
\begin{tabular}{lrrrrr}
basis & $F$ & $F_{\rm HF}$ & $F_{\rm HF}-F$ & shift & floated\\
STO-3G & $-0.0285$ & $0.0497$ & $0.0781$ & $-0.0529$ & $-0.0317$\\
6-31G & $-0.0082$ & $0.0734$ & $0.0815$ & $-0.0493$ & $-0.0076$\\
cc-pVDZ & $0.0055$ & $0.0176$ & $0.0121$ & $-0.0207$ & $0.0050$\\
cc-pVTZ & $-0.0048$ & $-0.0002$ & $0.0046$ & $-0.0082$ & $-0.0049$
\end{tabular}
\end{center}

The error is relative to the slope of the energy curve in the same basis. It leaves out electron correlation, nuclear motion and the basis-set error of the curve itself. In STO-3G it is 4.02 eV/\AA{} and in cc-pVTZ 0.24 eV/\AA. Even the cc-pVTZ row is not at the basis-set limit: in cc-pVQZ the total force is $-0.0053$, the Hellmann-Feynman force $-0.0025$ and their difference $0.0028$ hartree/bohr, and the energy falls by a further 0.0005 hartree. Going from STO-3G to 6-31G lowers the energy by 0.0100 hartree but does not reduce the force error: both sets have $s$ functions only, and the density around each nucleus still cannot polarize by mixing in $p$ functions. In both sets the Hellmann-Feynman force even has the wrong sign.

All four shifts are inward and all four errors are repulsive, as \eqref{eq:gain} requires. For STO-3G that equation predicts a gain of $0.0529\times0.0781=0.00413$ hartree; the computed gain is 0.00411. For cc-pVTZ it predicts $0.00818\times0.004574=3.74\times10^{-5}$ hartree, equal to the computed value to the digits shown.

After floating, the Hellmann-Feynman force agrees with the slope of the re-optimized energy within the tested tolerance of $2\times10^{-6}$ hartree/bohr. This is consistency, not accuracy: floated STO-3G gives $-0.032$, far from the cc-pVTZ value of $-0.005$.

The error also displaces the bond length at which the force vanishes. In 6-31G the total force vanishes at 1.379 bohr and the Hellmann-Feynman force at 1.676 bohr, a displacement of 0.297 bohr. In cc-pVTZ the two lengths are 1.388 and 1.399 bohr. The nearly zero Hellmann-Feynman force at 1.4 bohr in that basis therefore does not mark the minimum of its energy curve.

\subsection{Adding derivative layers}

The ladder \eqref{eq:ladder} can be followed with the exponents 0.2, 1 and 5 bohr$^{-2}$, uncontracted, on both nuclei at $R=1.4$ bohr. With $s$ functions alone, $F_{\rm P}=-0.0810$ hartree/bohr. Adding $p$ functions with the same exponents reduces it to $-0.00014$, smaller in magnitude by a factor of about 580. The $s$ functions now contribute $4\times10^{-12}$, which is zero to numerical accuracy, and the remainder belongs to the $p$ layer. Within that layer the exponents 0.2, 1 and 5 contribute $-0.00006$, $-0.00050$ and $+0.00042$. The large factor therefore owes much to cancellation and is particular to this bond length and these exponents. Adding Cartesian $d$ functions silences the $p$ layer as well, but the $d$ layer brings $+0.00017$. The magnitude does not fall at this step, and the sign changes. Closure of the lower layers fixes where the Pulay force comes from; it does not make the residue decrease with every layer.

The energies add a point about basis design. The $sp$ set gives $-1.1256$ hartree, above the cc-pVTZ energy of $-1.1330$, yet at this bond length its Hellmann-Feynman error is some thirty times smaller ($0.0046/0.00014\approx33$), helped by the cancellation just described. A low energy and a small Hellmann-Feynman error are different properties of a basis. If the Pulay term \eqref{eq:pulay} is evaluated, the force is the correct slope of the computed curve in either set, and functions need not be spent on closure. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Ring, one electron, well at 0.9 rad; forces in hartree/rad
 closed basis: total 1.199360, Hellmann-Feynman 1.199360, projector change 6.9e-17
 sin(2y) removed: total 1.067265, Hellmann-Feynman 0.708303, projector change 2.6e-02
H2, RHF, R = 1.4 bohr; energies hartree, forces hartree/bohr
sto-3g: 2 functions, E = -1.116714
  total force -0.028454, Hellmann-Feynman 0.049693, error 0.078147
  centre shift (+ outward) -0.05290 bohr, energy gain 4.115e-03
  floated: Hellmann-Feynman -0.031655, slope of energy -0.031655
  zero-force R (bohr): total 1.3459, Hellmann-Feynman 1.5160
6-31g: 4 functions, E = -1.126743
  total force -0.008178, Hellmann-Feynman 0.073365, error 0.081543
  centre shift (+ outward) -0.04932 bohr, energy gain 3.955e-03
  floated: Hellmann-Feynman -0.007591, slope of energy -0.007591
  zero-force R (bohr): total 1.3794, Hellmann-Feynman 1.6763
cc-pvdz: 10 functions, E = -1.128709
  total force 0.005501, Hellmann-Feynman 0.017583, error 0.012081
  centre shift (+ outward) -0.02066 bohr, energy gain 2.499e-04
  floated: Hellmann-Feynman 0.005004, slope of energy 0.005004
  zero-force R (bohr): total 1.4134, Hellmann-Feynman 1.4433
cc-pvtz: 28 functions, E = -1.132961
  total force -0.004775, Hellmann-Feynman -0.000201, error 0.004574
  centre shift (+ outward) -0.00818 bohr, energy gain 3.743e-05
  floated: Hellmann-Feynman -0.004851, slope of energy -0.004850
  zero-force R (bohr): total 1.3879, Hellmann-Feynman 1.3995
cc-pvdz floated, Pulay force by layer s, p (hartree/bohr): -0.000036, 0.000036
1 hartree/bohr = 51.4221 eV/angstrom
  sto-3g error: 4.0185 eV/angstrom
  6-31g error: 4.1931 eV/angstrom
  cc-pvdz error: 0.6212 eV/angstrom
  cc-pvtz error: 0.2352 eV/angstrom
Derivative ladder, exponents (bohr^-2): 0.2 1.0 5.0
 s: 6 functions, E = -1.120173 hartree
  Hellmann-Feynman 0.073669, Pulay -0.080997, total -0.007328 hartree/bohr
  Pulay by layer (hartree/bohr): -8.1e-02
 sp: 24 functions, E = -1.125608 hartree
  Hellmann-Feynman -0.002946, Pulay -0.000139, total -0.003085 hartree/bohr
  Pulay by layer (hartree/bohr): 4.1e-12, -1.4e-04
 spd: 60 functions, E = -1.127426 hartree
  Hellmann-Feynman -0.003884, Pulay 0.000171, total -0.003713 hartree/bohr
  Pulay by layer (hartree/bohr): -1.2e-12, -3.3e-13, 1.7e-04
\end{verbatim}
